\section*{Antibonding p Levels and the Gamma6 Electron Mass in Fourteen-Band Kane Theory, part 1}

(Sections cited here and not found follow in the second part.)

\section{The fourteen-band mass without interband spin-orbit coupling}

\textbf{Q.} The eight-band Kane model explains the light conduction electron of a zinc-blende semiconductor by its coupling to the valence band. Why should levels several electronvolts higher matter? And which levels do you mean?

\textbf{A.} I mean the next p-like levels above the conduction edge. At the zone centre the eight-band model keeps one s-like function $S$, the conduction edge $\Gamma_6$, and three p-like valence functions $X_1,X_2,X_3$, each with two spins. The extension adds three antibonding p-like functions $X'_1,X'_2,X'_3$. That makes $2+6+6=14$ bands. Without spin-orbit coupling between the two p-like triplets, the new levels change the band-edge mass only through their momentum coupling to $S$, so we should first find out which couplings symmetry allows.

\textbf{Q.} Then start from the Hamiltonian, and say what you leave out.

\textbf{A.} I use Hartree atomic units, in which $\hbar$, the free-electron mass $m$ and the elementary charge are one. Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$. Since $\mathbf p$ acting on the plane-wave factor produces $\mathbf k$, the periodic part $u$ obeys
\begin{equation}
H(\mathbf k)=\frac{p^2}{2}+V+\mathbf h\cdot\boldsymbol\sigma+\mathbf k\cdot\mathbf p+\frac{k^2}{2},
\qquad \mathbf h=\frac{1}{4c^2}\,\nabla V\times\mathbf p ,
\label{eq:H}
\end{equation}
where $c$ is the speed of light and $\boldsymbol\sigma$ are the Pauli matrices. The spin-orbit term also yields a piece with $\mathbf p$ replaced by $\mathbf k$; the model omits it. It also omits every band outside the fourteen.

\textbf{Q.} Which elements of $\mathbf p$ survive?

\textbf{A.} Without spin the Hamiltonian at $\mathbf k=0$ is real, so the functions can be chosen real. Then $\mathbf p=-i\nabla$ has purely imaginary elements. The crystal has twofold rotations about the cubic axes, threefold rotations about the body diagonals, and mirrors such as $x\leftrightarrow y$. The function $S$ is invariant, while $X_i$ and $X'_i$ transform like the coordinates $x_i$.

Take $\langle S|p_i|X_j\rangle$ with $i\neq j$. The twofold rotation about axis $i$ keeps $p_i$ and reverses $X_j$, so the element equals minus itself and vanishes. For $i=j$ the threefold rotations make the three elements equal. Hence
\begin{equation}
\langle S|p_i|X_j\rangle=iP\,\delta_{ij},\qquad
\langle S|p_i|X'_j\rangle=iP'\,\delta_{ij},
\label{eq:PP}
\end{equation}
with real $P$ and $P'$. The overall signs of the two triplets are free, and I choose them so that $P>0$ and $P'\ge0$.

Between two p-like functions, the twofold rotations allow $\langle X_i|p_k|X'_j\rangle$ when $i,k,j$ are all different, because the product $xyz$ is invariant under them while $x^3$ and $x^2y$ are not. Threefold rotations and mirrors make the six remaining elements equal:
\begin{equation}
\langle X_i|p_k|X'_j\rangle=iQ\,|\varepsilon_{ikj}| .
\label{eq:Q}
\end{equation}

\textbf{Q.} By the same argument $\mathbf p$ should couple the valence functions among themselves.

\textbf{A.} There is an extra condition within one triplet. Integration by parts gives $\langle X_i|p_k|X_j\rangle=-\langle X_j|p_k|X_i\rangle$ for real periodic functions. The mirror that exchanges $i$ and $j$ says that the two elements are equal. Both can hold only if the element is zero. The same applies to the antibonding triplet, and $\langle S|\mathbf p|S\rangle=0$ by the twofold rotations.

\textbf{Q.} And the spin-orbit operator?

\textbf{A.} The vector $\mathbf h$ is axial. Under rotations it behaves like $\mathbf p$, but the mirror $x\leftrightarrow y$ takes $h_z$ to $-h_z$. Between p-like functions, elements with three different indices are again allowed, but now they are antisymmetric when the functions are exchanged. They are imaginary, since $\nabla V\times\mathbf p$ is. They are therefore real multiples of
\begin{equation}
(L_k)_{ij}=-i\varepsilon_{kij},
\end{equation}
the matrices of angular momentum one in the Cartesian basis. Between $S$ and $X_j$ the rotations would leave $h_j$, but the mirror reverses $h_z$ while keeping $S$ and $X_3$, so this element vanishes.

The valence triplet thus carries $(\Delta_0/3)\,\mathbf L\cdot\boldsymbol\sigma$ and the antibonding triplet $(\Delta_1/3)\,\mathbf L\cdot\boldsymbol\sigma$. Symmetry also allows a term $(\Delta^-/3)\,\mathbf L\cdot\boldsymbol\sigma$ between the triplets. In this first half I set $\Delta^-=0$.

\textbf{Q.} What levels does this give?

\textbf{A.} With spin $\mathbf s=\boldsymbol\sigma/2$ and $\mathbf J=\mathbf L+\mathbf s$,
\begin{equation}
\mathbf L\cdot\boldsymbol\sigma=2\,\mathbf L\cdot\mathbf s
=j(j+1)-2-\tfrac34=
\begin{cases}1,&j=3/2,\\-2,&j=1/2.\end{cases}
\label{eq:LS}
\end{equation}
Each triplet splits into a fourfold level $\Gamma_8$ and a twofold level $\Gamma_7$, with $\Gamma_7$ lower when the splitting is positive. I measure energies from the $\Gamma_6$ edge and write
\begin{equation}
\begin{aligned}
E(\Gamma_{8v})&=-a,& E(\Gamma_{7v})&=-a',& a'&=a+\Delta_0,\\
E(\Gamma_{8c})&=b,& E(\Gamma_{7c})&=b',& b'&=b-\Delta_1 .
\end{aligned}
\label{eq:levels}
\end{equation}
Here $a$ is the fundamental gap $E_0$. I assume that $a,a',b,b'$ are all positive: the valence levels lie below $\Gamma_6$ and the antibonding levels above it.

\textbf{Q.} Now the mass. A p-like state in direction $\mathbf k$ belongs to neither $j=3/2$ nor $j=1/2$.

\textbf{A.} It is a mixture, and its weights follow from one expectation value. Let $\mathbf n=\mathbf k/k$ and $|n\rangle=\sum_i n_i|X_i\rangle$, with $|n'\rangle$ the antibonding counterpart. The Hermitian conjugate of \eqref{eq:PP} gives $\langle X_i|p_i|S\rangle=-iP$, so
\begin{equation}
\mathbf k\cdot\mathbf p\,|S\sigma\rangle=-ik\left(P\,|n\sigma\rangle+P'\,|n'\sigma\rangle\right)
\label{eq:kpS}
\end{equation}
within the model. Because $L_k$ is antisymmetric and $\mathbf n$ is real, $\langle n|L_k|n\rangle=0$. Hence $\mathbf L\cdot\boldsymbol\sigma$ has zero expectation value in $|n\sigma\rangle$. If $w_{3/2}$ and $w_{1/2}$ are the weights,
\begin{equation}
w_{3/2}-2w_{1/2}=0,\qquad w_{3/2}+w_{1/2}=1,
\end{equation}
so $w_{3/2}=2/3$ and $w_{1/2}=1/3$, for every direction $\mathbf n$.

\textbf{Q.} Could the two spin states of $\Gamma_6$ be mixed at this order?

\textbf{A.} No. By \eqref{eq:LS} the projectors on the two sectors are
\begin{equation}
\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad
\Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3}.
\end{equation}
Since $\langle n|\mathbf L|n\rangle=0$, we have $\langle n\sigma|\Pi_j|n\sigma'\rangle=w_j\delta_{\sigma\sigma'}$. The second-order term is the same for both spins and for all directions. The first-order term is zero because $\langle S|\mathbf p|S\rangle=0$. Spin splitting can therefore begin no earlier than third order in $k$, and it does not alter the band-edge mass.

\textbf{Q.} Then write out the energy.

\textbf{A.} Second-order perturbation theory adds the squared coupling divided by the energy of $\Gamma_6$ minus that of the other level. The denominators are $0-(-a)=a$ and $a'$ for the valence levels, and $0-b=-b$ and $-b'$ for the antibonding levels:
\begin{equation}
E(k)=\frac{k^2}{2}
+k^2P^2\left(\frac{2}{3a}+\frac{1}{3a'}\right)
-k^2P'^2\left(\frac{2}{3b}+\frac{1}{3b'}\right)+\dots
\end{equation}
The band-edge mass $m_c$ is defined by $E=(m/m_c)\,k^2/2$. Multiplying the coefficient of $k^2$ by two, and writing $E_P=2P^2$ and $E_{P'}=2P'^2$, gives
\begin{equation}
\boxed{\;\frac{m}{m_c}=1+\frac{E_P}{3}\left(\frac2a+\frac1{a'}\right)
-\frac{E_{P'}}{3}\left(\frac2b+\frac1{b'}\right)\;}
\label{eq:main}
\end{equation}
The first two terms are the eight-band P-only value. The third is negative whenever $P'\neq0$.

\textbf{Q.} So the sign is just the sign of an energy denominator?

\textbf{A.} Yes. Coupled levels repel. As $k$ grows, the valence levels push $\Gamma_6$ upward and steepen it, while the antibonding levels push it downward and flatten it. A flatter band means a heavier electron, provided $m/m_c$ remains positive. If the third term exceeded the other two, the band would curve downward and the word ``heavier'' would lose its meaning. If $\Gamma_{7c}$ or $\Gamma_{8c}$ lay below $\Gamma_6$, its contribution would change sign. For vanishing spin-orbit splitting the third term becomes $-E_{P'}/b$.

\textbf{Q.} Where has $Q$ gone? It couples the valence and antibonding levels strongly.

\textbf{A.} A second-order process starts at $S$, visits one level and returns to $S$. Both steps use $P$ or both use $P'$. The coupling $Q$ joins the two triplets and can enter only between them, which takes at least three steps. It therefore affects the spin splitting and the higher-order shape of the band, but not \eqref{eq:main}.

\textbf{Q.} Show me that the correction is not a decimal place.

\textbf{A.} The formula contains ratios of energies, so electronvolts may be used throughout. Take round parameters:
\begin{equation*}
\begin{gathered}
a=1.50,\quad \Delta_0=0.35,\quad b=3.20,\quad \Delta_1=0.20,\\
E_P=28,\quad E_{P'}=6,\quad E_Q=2Q^2=17\quad\text{(eV)}.
\end{gathered}
\end{equation*}
Then $a'=1.85$ eV and $b'=3.00$ eV. The valence terms are
\begin{equation}
\frac{2\times28}{3\times1.50}=12.444,\qquad
\frac{28}{3\times1.85}=5.045,
\end{equation}
so the eight-band value is $m/m_c=1+12.444+5.045=18.49$, or $m_c=0.0541\,m$. The antibonding terms are
\begin{equation}
-\frac{2\times6}{3\times3.20}=-1.250,\qquad
-\frac{6}{3\times3.00}=-0.667 .
\end{equation}
Their sum, $-1.917$, reduces $m/m_c$ to $16.57$. The mass becomes $0.0603\,m$, which is $11.6\%$ above the eight-band value.

As a test that does not use perturbation theory, the full $14\times14$ matrix was diagonalized at small $k$ with $Q$ included. Its curvature gives $m/m_c=16.5728$, the same as \eqref{eq:main} to the four decimals printed.

\textbf{Q.} An experimentalist would adjust $E_P$ until the eight-band model gave the right mass. Your heavier electron would disappear.

\textbf{A.} It would, and this limits the claim. The comparison in \eqref{eq:main} holds $P$ and the level energies fixed. If instead an eight-band model is fitted to the fourteen-band mass, its coupling must be
\begin{equation}
E_P^{\rm fit}=\frac{3\,(m/m_c-1)}{2/a+1/a'}
=\frac{3\times15.573}{1.3333+0.5405}=24.93\ \text{eV}.
\end{equation}
The fitted parameter is $3.07$ eV smaller than the true coupling of the model. It reproduces the band-edge mass by hiding the antibonding levels inside $E_P$. It then no longer measures the momentum element between $\Gamma_6$ and the valence band.

\textbf{Q.} Does the same correction occur in a crystal of the diamond type?

\textbf{A.} There $P'=0$. Consider inversion about the midpoint of the bond between atoms A and B. It exchanges the atoms and reverses p functions, so $X_A\to-X_B$ and $s_A\to s_B$. The relevant combinations behave as follows:
\begin{equation}
\begin{aligned}
S&\sim s_A-s_B &&\to -S &&\text{(odd)},\\
X&\sim X_A-X_B &&\to +X &&\text{(even)},\\
X'&\sim X_A+X_B &&\to -X' &&\text{(odd)}.
\end{aligned}
\label{eq:parity}
\end{equation}
The valence combination is bonding because the lobes that face each other have the same sign. The operator $\mathbf p$ is odd, so it connects $S$ with $X$ and $X$ with $X'$, but not $S$ with $X'$. Thus $P$ and $Q$ survive, while $P'$ vanishes. In zinc blende the two atoms differ, parity is lost, and $P'$ is allowed. Symmetry says nothing about its size.

Without interband spin-orbit coupling, and with $P$ and the level energies held fixed, antibonding levels above $\Gamma_6$ lower $m/m_c$ whenever $P'\neq0$, which makes the electron heavier as long as $m/m_c$ stays positive. It remains to restore $\Delta^-$, to see how the result depends on which quantities are held fixed, and to ask how large $P'$ is in an actual crystal.

All numerical values are calculated from the stated model.
